# The Ewald self-image energy of 14 electrons in a cubic cell

## Question

Fourteen electrons of mass $m$ and charge $-e$ move in a cube of side $L$ and volume $V=L^3$. The cube is repeated periodically, and a fixed uniform background makes each cell neutral. Gaussian units are used. The lattice vectors are $\mathbf R=L\mathbf n$ and the reciprocal vectors are $\mathbf G=2\pi\mathbf n/L$, where $\mathbf n$ has integer components and length $n$.

Let $\psi(\mathbf r)$ be the potential of a unit point charge, its periodic images and their neutralizing background, with the free constant fixed by requiring $\psi$ to have zero average over a cell. The self-image constant is

$$\xi=\lim_{r\to0}\left[\psi(\mathbf r)-\frac1r\right].$$

**(a)** Find the Fourier series of $\psi$. Show how $\xi$ enters the energy of $N$ electrons.

**(b)** Derive a rapidly convergent formula for $\xi$ by Ewald's splitting of $1/r$.

**(c)** Evaluate $L\xi$ by hand with the splitting parameter $\alpha=\sqrt\pi/L$.

**(d)** Confirm the value by a direct sum over neutral cubes, given that $\int d^3r/r=2.3800774\,L^2$ over a cube centred at the origin.

**(e)** Find the kinetic and exchange energies of the determinant in which $\mathbf k=0$ and the six vectors of length $2\pi/L$ are doubly occupied.

**(f)** Evaluate the Hartree-Fock energy at $r_s=1$, with the self-image energy included. How does it change with $r_s$?

**(g)** When does the self-image energy matter, and why does it bring the exchange energy of a small cell closer to that of the infinite system?

## Model answers

### (a) The potential and the energy

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the definition of $\psi$ means

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].$$

Write $\psi=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Every Fourier coefficient of the lattice of delta functions is $1/V$, and the background cancels the one at $\mathbf G=0$. For $\mathbf G\neq0$ this leaves $-G^2c_{\mathbf G}=-4\pi/V$. The zero average sets $c_0=0$, so

$$\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$

For electrons at $\mathbf r_i$, the total potential is $\phi(\mathbf r)=-e\sum_j\psi(\mathbf r-\mathbf r_j)$. The electrostatic energy per cell is half the integral of charge density times potential. The background is uniform and $\phi$ has zero average, so the background contributes nothing to this integral. At each electron we must leave out the infinite potential $-e/r$ of that electron itself, but keep the potential of its images and background. What remains there is $-e\xi$. Hence

$$U=\frac{e^2}{2}\sum_i\Big[\sum_{j\ne i}\psi(\mathbf r_i-\mathbf r_j)+\xi\Big]
=e^2\sum_{i<j}\psi(\mathbf r_i-\mathbf r_j)+\frac{Ne^2\xi}{2}.$$

The quantity to add to the energy is therefore $Ne^2\xi/2$, not $\xi$, which is an inverse length. There is one term per electron, and the factor $1/2$ is the usual one for the interaction of charges with a potential they produce themselves.

The factor can be tested on a simple cubic lattice of charges described in two ways. With one charge per cell of side $1/2$, eight charges have the energy $8\times\frac12\,\xi e^2$, with $\xi$ taken for that side. With eight charges in a cell of side 1, there are 28 pair terms and eight self-image terms. Both descriptions give $-22.698380\,e^2$ per unit side, as they must for the same lattice.

### (b) The Ewald formula

Split the Coulomb potential into a short-ranged and a smooth part:

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac{\operatorname{erf}(\alpha r)}r .$$

We first find the charge that produces the smooth part. For a spherical function $u(r)/r$ that is regular at the origin, the Laplacian is $u''/r$. With $u=\operatorname{erf}(\alpha r)$,

$$u'=\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2},\qquad
u''=-\frac{4\alpha^3r}{\sqrt\pi}e^{-\alpha^2r^2}.$$

Therefore

$$\nabla^2\frac{\operatorname{erf}(\alpha r)}r=-4\pi g(r),\qquad
g(r)=\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2}.$$

The smooth part is the potential of a Gaussian charge of unit total. The short-ranged part is the potential of a point charge screened by the opposite Gaussian.

Let $S(\mathbf r)=\sum_{\mathbf R}\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)/|\mathbf r-\mathbf R|$. Subtracting its Poisson equation from that of $\psi$ removes the delta functions:

$$\nabla^2(\psi-S)=-4\pi\Big[\sum_{\mathbf R}g(\mathbf r-\mathbf R)-\frac1V\Big].$$

The Fourier coefficients of the periodic Gaussians are $e^{-G^2/4\alpha^2}/V$. For $\mathbf G\ne0$, the coefficient of $\psi-S$ is thus $4\pi e^{-G^2/4\alpha^2}/(VG^2)$.

The Poisson equation does not fix the coefficient at $\mathbf G=0$. It is the cell average of $\psi-S$. The average of $\psi$ is zero, and integrating the lattice sum $S$ over one cell is the same as integrating a single term over all space:

$$-\frac1V\int\frac{\operatorname{erfc}(\alpha r)}r\,d^3r
=-\frac{4\pi}{V\alpha^2}\int_0^\infty x\operatorname{erfc}(x)\,dx
=-\frac{\pi}{V\alpha^2}.$$

The last integral is $1/4$: integration by parts turns it into $\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=\pi^{-1/2}\cdot\sqrt\pi/4$.

Finally let $r\to0$ and subtract $1/r$. The term $\mathbf R=0$ of $S$ becomes

$$\frac{\operatorname{erfc}(\alpha r)-1}{r}=-\frac{\operatorname{erf}(\alpha r)}r\longrightarrow-\frac{2\alpha}{\sqrt\pi}.$$

Collecting the pieces,

$$\xi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}R
+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}
-\frac{\pi}{V\alpha^2}-\frac{2\alpha}{\sqrt\pi}.$$

The parameter $\alpha$ only divides the work between the two sums. The potential $\psi$ was defined without it, so $\xi$ cannot depend on it.

### (c) Evaluation by hand

For $\alpha=\sqrt\pi/L$ we have

$$\frac{\pi}{V\alpha^2}=\frac1L,\qquad \frac{2\alpha}{\sqrt\pi}=\frac2L,\qquad
\frac{G^2}{4\alpha^2}=\pi n^2,\qquad \frac{4\pi}{VG^2}=\frac1{\pi n^2L}.$$

The formula becomes

$$L\xi=-3+\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}n+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

Vectors of equal length form a shell. The first four shells contribute:

| $n^2$ | vectors | real-space sum | reciprocal sum |
|---|---|---|---|
| 1 | 6 | 0.0731333 | 0.0825325 |
| 2 | 12 | 0.0033326 | 0.0035666 |
| 3 | 8 | 0.0000653 | 0.0000685 |
| 4 | 6 | 0.0000016 | 0.0000017 |

Together they give $0.162702$, so $L\xi\approx-3+0.162702=-2.837298$. The later shells are all positive and add less than $10^{-6}$ in total, and the converged value is

$$\xi=-\frac{2.837297}{L}.$$

The values $\alpha L=1.5$, $2.0$ and $2.5$ give the same result to nine decimals. The numbers of part (d) show where the negative sign comes from in a cubic cell. The background in the charge's own cube contributes $-2.380/L$, all other neutral cubes together only $+0.066/L$, and the condition of zero average another $-0.524/L$.

### (d) A direct sum over neutral cubes

Divide space into cubes, each with a unit charge at its centre and a background of density $-1/V$. Let $\Phi$ be the sum of their potentials. A single cube has no net charge. Cubic symmetry removes its dipole, quadrupole and octupole moments, so its potential falls off at least as fast as $R^{-5}$. The sum over cubes then converges absolutely, without any dependence on the order of summation.

At the origin, with the point charge there left out, the central cube contributes its background alone, $-2.3800774/L$. Adding the other cubes gives $-2.3137056/L$ for a block of 61 cubes per edge and $-2.3137005/L$ for 121. For a block of width $W$ the missing tail scales as $\int_W^\infty R^{-5}R^2dR\propto W^{-2}$. The $R^{-5}$ term changes sign with direction and averages to zero over a sphere, so its coefficient is non-zero here because the block is a cube. Removing this leading error from the two values gives $-2.3136987/L$.

This is not yet $\xi$. The functions $\Phi$ and $\psi$ obey the same Poisson equation and are both periodic, so they differ by a constant, and $\Phi$ need not have zero average. Let $\rho$ be the charge density of one cube and $u$ its potential. The average of $\Phi$ is $V^{-1}\int u\,d^3r$ over all space, which is the limit $q\to0$ of the Fourier transform $4\pi\rho(\mathbf q)/(Vq^2)$. For a neutral cube,

$$\rho(\mathbf q)=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}d^3r
\approx-\frac12\int\rho\,(\mathbf q\cdot\mathbf r)^2d^3r
=-\frac{q^2}{6}\int\rho\,r^2d^3r,$$

where cubic symmetry was used in the last step. The point charge sits at $r=0$, so only the background contributes to the second moment:

$$\int\rho\,r^2d^3r=-\frac1V\int_{\rm cube}(x^2+y^2+z^2)\,d^3r=-3\cdot\frac{L^2}{12}=-\frac{L^2}4 .$$

The average of $\Phi$ is therefore

$$-\frac{2\pi}{3V}\left(-\frac{L^2}{4}\right)=\frac{\pi}{6L}=\frac{0.5235988}{L}.$$

Subtracting it gives $L\xi=-2.3136987-0.5235988=-2.8372975$, in agreement with the Ewald sum.

### (e) Kinetic and exchange energies

The orbitals are $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ with spin up or down. The determinant is a stationary point of the Hartree-Fock energy. A single excitation from an occupied to an empty orbital changes the total momentum, and the Hamiltonian, which is unchanged when all electrons are shifted together, cannot connect states of different total momentum. This does not prove that no determinant of lower symmetry has a lower energy. "Hartree-Fock energy" here means the energy of this paramagnetic determinant.

The two electrons with $\mathbf k=0$ have no kinetic energy. The other twelve give

$$T=12\cdot\frac{\hbar^2}{2m}\left(\frac{2\pi}{L}\right)^2=\frac{24\pi^2\hbar^2}{mL^2}.$$

The direct interaction vanishes, because the density of each orbital is uniform and $\psi$ has zero average. Exchange acts between equal spins. For two occupied vectors its integral is a Fourier coefficient of $\psi$,

$$\frac1V\int_{\rm cell}e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}\psi(\mathbf r)\,d^3r=\frac{4\pi}{V|\mathbf k-\mathbf k'|^2}\quad(\mathbf k\ne\mathbf k'),$$

and it is zero for $\mathbf k=\mathbf k'$. With $\mathbf k=2\pi\mathbf n/L$ and a factor 2 for the two spins,

$$E_x=-\frac{e^2}2\cdot2\cdot\frac{4\pi}{L^3}\cdot\frac{L^2}{4\pi^2}\sum_{\mathbf n\ne\mathbf n'}\frac1{|\mathbf n-\mathbf n'|^2}
=-\frac{e^2}{\pi L}\sum_{\mathbf n\ne\mathbf n'}\frac1{|\mathbf n-\mathbf n'|^2}.$$

The sum runs over ordered pairs of the seven occupied vectors:

- The centre and the six outer vectors form 12 ordered pairs at squared distance 1. They contribute 12.
- Each outer vector has one opposite partner at squared distance 4 and four perpendicular partners at squared distance 2. The six together contribute $6(1/4+4/2)=13.5$.

The sum is $25.5$, and $E_x=-25.5\,e^2/(\pi L)$. A real-space quadrature of the squared density matrix times $\psi$ reproduces this energy.

### (f) The energy at $r_s=1$

Adding $14e^2\xi/2=7e^2\xi$ gives

$$E=\frac{24\pi^2\hbar^2}{mL^2}-\frac{25.5\,e^2}{\pi L}-\frac{7(2.837297)\,e^2}{L}.$$

The density parameter $r_s$ is defined by giving each electron a sphere of radius $r_sa_0$, where $a_0=\hbar^2/(me^2)$. Thus $L^3=14\cdot\frac{4\pi}3(r_sa_0)^3$, and at $r_s=1$ this yields $L=3.885130\,a_0$. In hartree, $e^2/a_0$, the terms are

$$T=\frac{24\pi^2}{(3.885130)^2}=15.6928,\qquad
E_x=-\frac{25.5}{3.885130\,\pi}=-2.0892,$$

$$7e^2\xi=-\frac{7(2.837297)}{3.885130}=-5.1121 .$$

Without the self-image energy the sum is $13.6036$ hartree. With it,

$$E=8.4915\ \text{hartree}=231.065\ \text{eV},$$

or $0.6065$ hartree per electron. A single constant $e^2\xi$ is $-0.7303$ hartree, so adding it once would miss six sevenths of the correction.

For other densities $L\propto r_s$, and the same plane-wave determinant remains stationary. It is a local minimum of the Hartree-Fock energy only up to $r_s\approx3.7$. Beyond that, a rotation of the orbitals that breaks spin symmetry lowers the energy, and the formula below gives the energy of this determinant, not the Hartree-Fock minimum. The kinetic energy scales as $r_s^{-2}$ and both interaction terms as $r_s^{-1}$:

$$E(r_s)=\left(\frac{15.6928}{r_s^2}-\frac{7.2013}{r_s}\right)\text{hartree}.$$

At $r_s=2$ this is $3.9232-3.6007=0.3225$ hartree. As $r_s\to0$ the kinetic term dominates and the self-image energy becomes relatively unimportant, although it grows in absolute size.

### (g) What the constant does

At fixed $N$ and $L$ the term $Ne^2\xi/2$ is a number. It changes no wave function and cancels from every energy difference. In a Monte Carlo projection with $e^{-\tau H}$ it multiplies the propagator by $e^{-\tau Ne^2\xi/2}$, which drops out of normalized averages. It may therefore be left out of the projection and added to the energy at the end. It does not cancel when $N$ or $L$ changes, as in an extrapolation to the infinite system.

To see its effect there, let $\gamma(\mathbf r)=V^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ be the density matrix of one spin, summed over occupied vectors. The exchange energy of part (e) can be written

$$E_x=-e^2V\int_{\rm cell}|\gamma|^2\psi\,d^3r.$$

Orthogonality of the plane waves gives $V\int_{\rm cell}|\gamma|^2d^3r=N/2$. The self-image energy can then be taken under the same integral:

$$E_x+\frac{Ne^2\xi}2=-e^2V\int_{\rm cell}|\gamma(\mathbf r)|^2\,[\psi(\mathbf r)-\xi]\,d^3r .$$

By the definition of $\xi$, the bracket approaches $1/r$ at distances small compared with $L$. In a large cell most of the weight of $|\gamma|^2/r$ lies at such distances, and the expression goes over into the exchange energy with the plain Coulomb potential. Without the constant, the potential near each electron is $1/r+\xi$, and the exchange energy per electron is in error by about $-e^2\xi/2\propto N^{-1/3}$.

For the infinite system at $r_s=1$ the exchange energy is $-0.4582$ hartree per electron. Closed-shell cells at the same density give, in hartree per electron:

| $N$ | without constant | with constant |
|---|---|---|
| 14 | −0.1492 | −0.5144 |
| 54 | −0.2613 | −0.4942 |
| 162 | −0.3149 | −0.4763 |
| 1238 | −0.3795 | −0.4615 |

In all four cells the constant brings the value closer to the limit. It does not remove the whole finite-size error: at $N=14$ the exchange energy is now too low by $0.056$ hartree per electron. The kinetic energy per electron is too high by $0.016$ hartree, $1.1209$ against $1.1050$, which offsets part of this.

The complete Hartree-Fock energy of the infinite system is $0.6468$ hartree per electron. Relative to it, the 14-electron cell is 50% too high without the constant and 6% too low with it. The total energy does not always improve in this way, because the kinetic energy has a shell error of its own that can be negative. For $N=2$ at $r_s=1$ the error per electron goes from $-0.647$ to $-1.345$ hartree when the constant is added, and at $r_s=0.5$ the total for $N=54$ also moves away from the limit. These are comparisons within Hartree-Fock theory. Correlation is missing from both sides, and a cell of another shape needs its own value of $\xi$.

## Numbers as computed

```
Ewald sum with alpha = sqrt(pi)/L; all terms in units of 1/L
  n^2=1, 6 vectors: real 0.073133293, reciprocal 0.082532504
  n^2=2, 12 vectors: real 0.003332599, reciprocal 0.003566553
  n^2=3, 8 vectors: real 0.000065330, reciprocal 0.000068500
  n^2=4, 6 vectors: real 0.000001605, reciprocal 0.000001665
self-image constant xi: -2.837297479 /L
  same with alpha = 1.5/L: -2.837297479 /L
  same with alpha = 2.0/L: -2.837297479 /L
  same with alpha = 2.5/L: -2.837297479 /L
cell average of psi by quadrature: 3.0e-15 /L
integral of 1/r over one cube: 2.3800774 L^2
neutral-cube sum, 61 cubes per edge: -2.3137056 /L
neutral-cube sum, 121 cubes per edge: -2.3137005 /L
neutral-cube sum, extrapolated: -2.3136987 /L
cell average to subtract: 0.5235988 /L
xi from neutral cubes: -2.8372975 /L
eight charges, doubled cell (side 1): -22.698380 e^2/side
eight single cells (side 1/2): -22.698380 e^2/side
electrons: 14, r_s: 1.0 (dimensionless)
cell side L: 3.885130 bohr
pair sum of 1/|n_i-n_j|^2, one spin: 25.5000 (dimensionless)
kinetic energy: 15.692780 hartree
kinetic energy, finite differences: 15.692729 hartree
exchange energy: -2.089223 hartree
exchange energy, real-space quadrature: -2.089223 hartree
HF energy without constant: 13.603557 hartree
one constant e^2 xi: -0.730297 hartree
self-image energy 14 e^2 xi/2: -5.112077 hartree
HF energy with constant: 8.491481 hartree = 231.0650 eV
per electron without constant: 0.971683 hartree
per electron with constant: 0.606534 hartree
infinite system, kinetic per electron: 1.104951 hartree
infinite system, exchange per electron: -0.458165 hartree
infinite system, HF per electron: 0.646785 hartree
exchange per electron in hartree at r_s = 1, closed shells:
  N=14: without constant -0.149230, with -0.514379
  N=54: without constant -0.261341, with -0.494175
  N=162: without constant -0.314856, with -0.476295
  N=1238: without constant -0.379542, with -0.461503
```
